# Corbino disk magnetoresistance: from one mobility to a real copper film

A copper film 100 nm thick is contacted along two concentric circles of radii 10 and 100 µm. In a simple Drude model its resistance between the circles is about 81 mΩ without a magnetic field and rises by about 90 µΩ in 10 T normal to the film. The same model gives a long straight strip of the same film no change of resistance per unit length. Material, field and scattering are the same in both cases, so the extra 90 µΩ must come from the shape of the current flow.

## First case: no field

Let the ring have inner radius $r_1$, outer radius $r_2$ and thickness $d$. The contacts are ideal: each is an equipotential and adds no resistance. A current $I$ flows outward. In the steady state no charge accumulates, so the same current crosses every cylinder of area $2\pi r d$:

$$J_r=\frac{I}{2\pi r d}.$$

With conductivity $\sigma_0$ the field is $E_r=J_r/\sigma_0$, and the voltage is

$$V=\int_{r_1}^{r_2}E_r\,dr=\frac{I}{2\pi d\,\sigma_0}\int_{r_1}^{r_2}\frac{dr}{r},\qquad R(0)=\frac{\ln(r_2/r_1)}{2\pi d\,\sigma_0}.$$

As a limit, take a narrow ring, $r_2=r_1+w$ with $w\ll r_1$. Then $\ln(1+w/r_1)\approx w/r_1$ and $R(0)\approx w/(2\pi r_1 d\,\sigma_0)$, which is the resistance of a strip of length $w$ and width $2\pi r_1$.

## Turning on the field

The carriers are electrons of charge $-e$, density $n$ and mass $m$, with one relaxation time $\tau$ that does not depend on direction, energy or field. The field $B$ is uniform, steady and along $+z$; angles $\varphi$ run counterclockwise. The drift velocity obeys

$$m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.$$

In the steady state the left side vanishes. With $\mu=e\tau/m$,

$$\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B).$$

Multiply by $-ne$, use $\mathbf J=-ne\mathbf v$, and replace $\mathbf v$ on the right by $-\mathbf J/(ne)$:

$$\mathbf J=\sigma_0\mathbf E-\mu\,\mathbf J\times\mathbf B,\qquad \sigma_0=ne\mu.$$

Since $\hat r\times\hat z=-\hat\varphi$ and $\hat\varphi\times\hat z=\hat r$, we have $\mathbf J\times\mathbf B=B(J_\varphi\hat r-J_r\hat\varphi)$. Writing $b=\mu B$,

$$J_r=\sigma_0E_r-bJ_\varphi,\qquad J_\varphi=\sigma_0E_\varphi+bJ_r.$$

Inserting the second equation into the first gives $J_r(1+b^2)=\sigma_0(E_r-bE_\varphi)$. Putting this back into the second gives $J_\varphi$:

$$J_r=\frac{\sigma_0}{1+b^2}(E_r-bE_\varphi),\qquad J_\varphi=\frac{\sigma_0}{1+b^2}(E_\varphi+bE_r).$$

**Is the electric field still radial?** A steady magnetic field induces no electromotive force, so $\mathbf E=-\nabla\phi$. The relations above hold equally with $(r,\varphi)$ replaced by $(x,y)$. For a potential that is uniform across the thickness, charge conservation then reads

$$0=\nabla\cdot\mathbf J=-\frac{\sigma_0}{1+b^2}\left[\nabla^2\phi-b\,\partial_x\partial_y\phi+b\,\partial_y\partial_x\phi\right]=-\frac{\sigma_0}{1+b^2}\nabla^2\phi .$$

The Hall terms cancel because $b$ and $\sigma_0$ are uniform. What remains is Laplace's equation with a fixed potential on each contact. If two solutions existed, their difference $u$ would vanish on both contacts, and $\int|\nabla u|^2dA=\oint u\,\nabla u\cdot\hat n\,dl=0$ would force $u=0$. The radial logarithmic potential satisfies all the conditions, so it is the solution, and $E_\varphi=0$.

The rest follows from the zero-field case. Charge conservation still fixes $J_r=I/(2\pi rd)$, but now $E_r=(1+b^2)J_r/\sigma_0$. Integration gives

$$\boxed{R(B)=\frac{\ln(r_2/r_1)}{2\pi d\,\sigma_0}\left[1+(\mu B)^2\right]}$$

At $B=0$ the first case returns. The result is even in $B$, and carriers of positive charge would reverse the sign of $b$ without changing $R$. Within this classical model there is no restriction to small $b$.

A finite-element solution that does not impose radial flow was made on an irregular mesh for $r_2/r_1=10$ and a sheet resistance $1/(\sigma_0d)=1\ \Omega$. Its conductivity tensor came from integrating the equation of motion from rest. It gives $R(0)=0.3663\ \Omega$ against $0.3665\ \Omega$ from the formula. The ratio $R(B)/R(0)$ is 1.2500, 2.0000 and 10.0000 at $b=0.5$, 1 and 3. The ratios are cleaner than the resistances because the potential does not depend on $b$, so the mesh error cancels between numerator and denominator.

## Where the extra resistance sits

With $E_\varphi=0$ the azimuthal current is $J_\varphi=bJ_r$. A streamline therefore obeys $r\,d\varphi/dr=J_\varphi/J_r=b$, or

$$\varphi(r)-\varphi(r_1)=b\ln\frac{r}{r_1},$$

a logarithmic spiral. The total circulating current is

$$I_{\rm circ}=\int_{r_1}^{r_2}J_\varphi d\,dr=\frac{bI}{2\pi}\ln\frac{r_2}{r_1}.$$

For $r_2/r_1=10$ and $b=3$ this is $1.099\,I$; the finite-element solution gives $1.0989\,I$. More current then circulates than crosses the ring.

The factor $1+b^2$ can be read from the geometry. Along a spiral the path between two radii is longer than the radial path by $\sqrt{1+b^2}$. A tube of current that covers a given arc of a circle crosses it obliquely, so its width perpendicular to the flow is smaller by the same factor. Resistance is proportional to length over width, and the two factors multiply to $1+b^2$.

The energy balance agrees. Taking the scalar product of $\mathbf J=\sigma_0\mathbf E-\mu\mathbf J\times\mathbf B$ with $\mathbf J$ removes the magnetic term, so $\mathbf J\cdot\mathbf E=J^2/\sigma_0=(1+b^2)J_r^2/\sigma_0$. The heat produced in the ring is

$$P=\int_{r_1}^{r_2}\frac{1+b^2}{\sigma_0}\left(\frac{I}{2\pi rd}\right)^2 2\pi rd\,dr=I^2\,\frac{(1+b^2)\ln(r_2/r_1)}{2\pi d\,\sigma_0}=I^2R(B).$$

The part proportional to $b^2$ is the heat of the circulating current.

## The strip as a contrast

Let a strip carry current along $x$ between insulating sides. Far from its ends $J_y=0$. The same constitutive relations then give

$$0=\sigma_0E_y+bJ_x,\qquad J_x=\sigma_0E_x.$$

Charge on the sides sets up the Hall field $E_y=-bJ_x/\sigma_0$, which balances the magnetic deflection, and the longitudinal resistivity stays at $1/\sigma_0$. In the ring the azimuthal direction closes on itself. There are no sides to charge, so the deflection goes unopposed.

A finite strip lies between these cases, because its end contacts short out the Hall field nearby. At $b=1$ a strip four times longer than wide has $R(B)/R(0)\approx1.11$ in the numerical solution. Lengthening it from three to four squares adds $1.0000\ \Omega$ at a sheet resistance of $1\ \Omega$, the same as without field. The excess therefore belongs to the end regions.

## Generalizing: more than one mobility

"Isotropic" does not by itself guarantee the boxed law. Consider any uniform conductivity tensor that is isotropic in the plane:

$$J_r=\sigma_{xx}E_r-\sigma_{yx}E_\varphi,\qquad J_\varphi=\sigma_{yx}E_r+\sigma_{xx}E_\varphi.$$

The argument for $E_\varphi=0$ is unchanged, so $R=\ln(r_2/r_1)/(2\pi d\,\sigma_{xx})$. Inverting the tensor, with $D=\sigma_{xx}^2+\sigma_{yx}^2$, gives $\rho_{xx}=\sigma_{xx}/D$ and $\rho_{yx}=-\sigma_{yx}/D$. Hence

$$\rho_{xx}\left[1+\left(\frac{\rho_{yx}}{\rho_{xx}}\right)^2\right]=\frac{\sigma_{xx}}{D}\,\frac{D}{\sigma_{xx}^2}=\frac1{\sigma_{xx}}.$$

The ring thus measures the rise of $\rho_{xx}$, which a long strip also shows, together with a Hall part, which the strip suppresses.

Now let independent groups of electrons have mobilities $\mu_i$ and densities $n_i$. Their currents add:

$$\sigma_{xx}=\sum_i\frac{n_ie\mu_i}{1+\mu_i^2B^2}.$$

Let $\langle\cdot\rangle$ be the average weighted by $n_i$.

**Weak field.** Expanding each denominator, $\sigma_{xx}\approx ne(\langle\mu\rangle-\langle\mu^3\rangle B^2)$, so

$$\frac{R(B)}{R(0)}-1\approx\frac{\langle\mu^3\rangle}{\langle\mu\rangle}B^2.$$

For two equal groups with mobilities $\mu(1\pm\delta)$, the average of $(1\pm\delta)^3$ is $1+3\delta^2$. The rise is then $(1+3\delta^2)(\mu B)^2$, larger than the single-mobility value.

**Strong field.** When every $\mu_iB\gg1$, $\sigma_{xx}\approx ne\langle1/\mu\rangle/B^2$. Since the average of $1/(1\pm\delta)$ is $1/(1-\delta^2)$,

$$\frac{R(B)}{R(0)}\approx\frac{\langle\mu\rangle B^2}{\langle1/\mu\rangle}=(1-\delta^2)(\mu B)^2.$$

The coefficient of $B^2$ changes between the two limits, so a spread of mobilities spoils the pure quadratic law. Setting $\delta=0$ restores it in both.

## Generalizing: a film with rough surfaces

In a thin film, electrons that have recently left a surface have had less time to gain drift. Assume a spherical Fermi surface with speed $v_F$, an interior relaxation time $\tau$, mean free path $l=v_F\tau$, and surfaces that randomize every electron that hits them.

The drift distribution reflects the energy gained from $\mathbf E$ since the last randomizing event. The conductivity is therefore proportional to the time integral of $\langle v_x(0)v_x(-t)\rangle$, counting only paths without such an event during the past time $t$. Three factors enter:

- Survival of interior scattering gives $e^{-x}$, with $x=t/\tau$.
- Rotation in the field gives $\cos(sx)$, where $s=\mu_{\rm in}B$ and $\mu_{\rm in}$ is the interior mobility. The accompanying $v_xv_y$ term averages to zero.
- An electron with $|v_z|=uv_F$ has moved a distance $uxl$ across the film. For electrons spread evenly over the depth, the fraction that met no surface is $1-uxl/d$, or zero if this is negative.

The weight of direction $u$ is that of $v_x^2$, proportional to $1-u^2$. Relative to the interior conductivity,

$$\frac{\sigma_{xx}}{\sigma_{\rm in}}=\int_0^\infty e^{-x}\cos(sx)\,C(x)\,dx,\qquad C(x)=\frac32\int_0^1(1-u^2)\max\left(0,1-\frac{uxl}{d}\right)du.$$

**Thick film.** For $x<d/l$ the maximum is never zero. Because $\int_0^1(u-u^3)du=1/4$, $C=1-qx$ with $q=3l/(8d)$. Later times carry the small weight $e^{-x}$, so for $d\gg l$ this form may be used throughout. For a weak field, $s\ll1$, with $\cos(sx)\approx1-s^2x^2/2$ and $\int_0^\infty x^ke^{-x}dx=k!$,

$$\frac{\sigma_{xx}}{\sigma_{\rm in}}\approx(1-q)-s^2(1-3q).$$

The relative rise of $R$ is $s^2(1-3q)/(1-q)$. The mobility inferred from the film's resistivity is $\mu=\mu_{\rm in}(1-q)$, so $s^2=(\mu B)^2/(1-q)^2$ and

$$\frac{R(B)/R(0)-1}{(\mu B)^2}\approx\frac{1-3q}{(1-q)^3}\approx1-3q^2.$$

For $q\to0$ the boxed law returns. The first-order effect of the surfaces is already contained in the film mobility.

## The copper numbers

The inputs are rough typical values: film resistivity $\rho=2.2$ µΩ cm and $n=8.5\times10^{22}$ cm⁻³ at 300 K. The mobility follows from $\sigma_0=ne\mu$:

$$\mu=\frac1{ne\rho}=\frac{1}{(8.5\times10^{28})(1.602\times10^{-19})(2.2\times10^{-8})}\ \frac{\rm m^2}{\rm V\,s}=33.4\ \frac{\rm cm^2}{\rm V\,s}.$$

At 10 T, $b=0.0334$ and $b^2=1.11\times10^{-3}$. The resistance without field is

$$R(0)=\frac{(2.2\times10^{-8})(2.303)}{2\pi(10^{-7})}\ \Omega=80.6\ \text{m}\Omega,$$

and its rise is $80.6\ \text{m}\Omega\times1.11\times10^{-3}=90\ \mu\Omega$. At 10 mA the voltage is 0.81 mV and rises by 0.90 µV. The streamlines turn by only 4.4° between the contacts, and 0.12 mA circulates.

Real copper breaks the assumption of a single mobility, since its Fermi surface is not a sphere. An assumed spread of ±20 percent, which is an illustration and not a property derived for copper, multiplies the rise by 1.12. Of this, 1.08 is the Hall part and 0.04 the rise of $\rho_{xx}$. This is not a correction for real copper: its measured Hall coefficient at room temperature is only roughly 0.7 of $1/(ne)$ in size, which would bring the Hall part down to about half the boxed rise. The total need not fall with it. If 15 percent of the carriers were holes of the same mobility, $\sigma_{xx}$ and hence the rise would be unchanged, while the Hall coefficient would drop to $1-2(0.15)=0.7$ of $1/(ne)$; the Hall part would be 0.49 and the rise of $\rho_{xx}$ 0.51 of the boxed rise. The 90 µΩ is therefore the figure of the single-mobility model, not a prediction for a real film. Within the free-electron model, diffuse surfaces lower the rise of this film, multiplying it by 0.96 with an interior mean free path of 34 nm; in films thinner than about one mean free path the same integral gives a factor above 1. The thick-film quotient $(1-3q)/(1-q)^3$, with $q=3(34.2)/800=0.128$, would give 0.93; at $d/l\approx2.9$ the late times, at which $C$ departs from $1-qx$, still matter. Grain boundaries are treated here as part of the isotropic interior scattering.

Temperature is the larger practical concern. With a rough slope of 0.0068 µΩ cm/K, a drift of 0.36 K changes the resistance as much as the field does. Self-heating at 10 mA is at most about 2 mK, for 300 nm of oxide on silicon; this bound ignores heat flow along the film and places all the heat inside the inner radius. A field-independent series resistance of 1 mΩ would lower the observed relative rise by about 1.2 percent of itself. The current's own field, 0.2 mT at the inner contact, is negligible beside 10 T.

The classical treatment is reasonable here: with the free-electron mass the Landau spacing is 1.2 meV, against a thermal energy of 26 meV and a collision width $\hbar/\tau$ of 35 meV. The ratio of spacing to collision width is $\hbar(eB/m)/(\hbar/\tau)=\mu B$. Reaching $b=1$ at 10 T would take a mobility about 30 times higher, and the levels would then begin to separate. Copper at 300 K cannot reach this: phonon scattering holds even the bulk mobility near 43 cm²/V s in this model, and the mean free path needed, about 0.9 µm, is nine times the thickness of this film, whose rough surfaces would limit it even when cold. The remaining values are in the numerical output.

## Computed results

```
Numerical ring, r2/r1 = 10, sheet resistance 1 ohm
  mu B = 0.0: R = 0.3663 ohm, R/R(0) = 1.0000, I_circ/I = 0.0001
  mu B = 0.5: R = 0.4579 ohm, R/R(0) = 1.2500, I_circ/I = 0.1832
  mu B = 1.0: R = 0.7326 ohm, R/R(0) = 2.0000, I_circ/I = 0.3663
  mu B = 3.0: R = 3.6629 ohm, R/R(0) = 10.0000, I_circ/I = 1.0989
  Formula R(0) = 0.3665 ohm
Bar, length/width 4, mu B = 1: R/R(0) = 1.1109
Bar, mu B = 1: added R per added square = 1.0000 ohm
Copper film, rough typical inputs
  Thickness = 100 nm
  Radii = 10 and 100 um
  Film resistivity = 2.20 uohm cm
  Electron density = 8.50e+22 cm^-3
  Field = 10.0 T, current = 10.0 mA, temperature = 300 K
Results of the single-mobility model
  Mobility = 33.38 cm2/Vs
  mu B = 0.03338, (mu B)^2 = 1.1140e-03
  R(0) = 80.623 mohm, R(B) = 80.713 mohm
  R(B) - R(0) = 89.82 uohm
  Voltage at B = 0.8071 mV
  Voltage rise = 0.898 uV
  Hall angle = 1.912 deg
  Spiral turn = 4.40 deg
  Circulating current = 0.1223 mA
Neglected effects
  Interior mobility, diffuse surfaces = 38.24 cm2/Vs
  Interior mean free path = 34.2 nm
  Cyclotron radius = 895 nm
  Surfaces: rise / (mu B)^2 = 0.9604
  Assumed mobility spread = +/- 20 percent
  Spread: rise / (mu B)^2 = 1.1198
    of which Hall part = 1.0815
    of which rise of rho_xx = 0.0384
  Rough d(rho)/dT = 0.0068 uohm cm/K
  Temperature drift that mimics the rise = 0.360 K
  Rough oxide = 300 nm at 1.4 W/mK; silicon 150 W/mK
  Radial current density at r1 = 1.592e+05 A/cm2
  Heating across oxide at r1 = 1.195 mK
  Heating in silicon, all heat inside r1 = 0.856 mK
  Assumed series resistance = 1.0 mohm
  Series: observed rise / true rise = 0.9877
  Field of the current itself at r1 = 0.200 mT
  Landau spacing, free mass = 1.158 meV
  Thermal energy = 25.85 meV
  Collision width hbar/tau = 34.7 meV
```
